# Quadratic Stark shift of an electron in an infinite spherical well

## 1. The first-order state

### A small shift from a large perturbation

One conduction electron, with an effective mass of 0.12 times the free-electron mass \(m_0\), is confined by a hard wall to a sphere of radius 3.0 nm, in a field that is 0.1929 MV/cm inside the sphere. With 1 MV/cm = 0.1 V/nm, the field changes the electron's potential energy between the centre and the pole by

\[
0.01929\ \text{V/nm}\times 3.0\ \text{nm}\times e = 57.9\ \text{meV}.
\]

The ground level nevertheless moves by \(-0.862\) meV, about 1.5 % of that energy. The reason lies in how a centred, symmetric state responds to a field. It has no dipole moment of its own, so the field must first displace the charge, and the confinement resists the displacement. The shift is therefore of second order in the field.

For a particle of effective mass \(m\) in a sphere of radius \(R\) with an impenetrable wall, the result to be derived is

\[
\Delta E=-C\,\frac{m e^2F^2R^4}{\hbar^2},\qquad
C=\frac{4\pi^2+3}{24\pi^4}\approx 0.01817 .
\]

It is the leading term for weak fields. The derivation solves the first-order perturbation equation in closed form, so no sum over excited states is needed.

### Model and sign conventions

The electron has charge \(-e\), with \(e>0\), and an isotropic, energy-independent effective mass. A uniform field \(F\) points along \(+z\). The force on the electron is \(-eF\) along \(z\), so its potential energy is

\[
V=+eFz=eFr\cos\theta .
\]

The unperturbed Hamiltonian is \(H_0=-(\hbar^2/2m)\nabla^2\) for \(r<R\), and every wave function vanishes at \(r=R\). The wall stays in place when the field is applied. There is no second carrier in the sphere.

The symbol \(F\) denotes the field inside the sphere, which differs from the applied field \(F_0\) when the surrounding matrix has another permittivity. Let the relative permittivities be \(\varepsilon_{\rm in}\) and \(\varepsilon_{\rm out}\). Try the electrostatic potentials

\[
\phi_{\rm in}=-Fr\cos\theta,\qquad
\phi_{\rm out}=\left(-F_0r+\frac{p}{r^2}\right)\cos\theta .
\]

Both satisfy Laplace's equation, and the outer one tends to the applied field far away. Continuity of the potential at \(R\) gives \(p/R^3=F_0-F\). The radial field is minus the radial derivative of the potential, so continuity of the normal displacement gives

\[
\varepsilon_{\rm in}F=\varepsilon_{\rm out}\left(F_0+\frac{2p}{R^3}\right)
=\varepsilon_{\rm out}(3F_0-2F).
\]

Collecting the terms in \(F\),

\[
F=\frac{3\varepsilon_{\rm out}}{\varepsilon_{\rm in}+2\varepsilon_{\rm out}}\,F_0 .
\]

The internal field is uniform, as the model requires, and its ratio to the applied field does not depend on \(R\). Powers of \(R\) are therefore the same whether \(F\) or \(F_0\) is held fixed.

### The unperturbed ground state

For a spherically symmetric state write \(\psi=\chi(r)/r\). Since \(\nabla^2(\chi/r)=\chi''/r\), the Schrödinger equation becomes \(\chi''+k^2\chi=0\), with energy \(\hbar^2k^2/2m\). A finite \(\psi\) at the centre requires \(\chi(0)=0\), so \(\chi\propto\sin kr\). The wall requires \(\sin kR=0\). The lowest solution has

\[
k=\frac{\pi}{R},\qquad E_0=\frac{\hbar^2\pi^2}{2mR^2},\qquad
\psi_0=N\,\frac{\sin kr}{r}.
\]

Normalization fixes \(N\):

\[
1=4\pi N^2\int_0^R\sin^2(kr)\,dr=4\pi N^2\,\frac R2,
\qquad N^2=\frac1{2\pi R}.
\]

This is the lowest state of the whole well. For angular momentum \(l\), the energy of a normalized radial function \(u=rg\) is

\[
\frac{\hbar^2}{2m}\int_0^R\left[u'^2+\frac{l(l+1)}{r^2}u^2\right]dr .
\]

For functions that vanish at \(0\) and \(R\), the first term is at least \(E_0\), because \(\sin kr\) is the lowest standing wave on that interval. The second term is positive for \(l\ge1\). Every level with \(l\ge1\) therefore lies above \(E_0\), a fact that is needed again below.

### Orders of perturbation theory

Expand in powers of \(F\): \(\psi=\psi_0+\psi_1+\psi_2+\dots\) and \(E=E_0+E_1+E_2+\dots\), where the subscript counts the power. Inserting both into \((H_0+V)\psi=E\psi\) and collecting equal powers gives

\[
(H_0-E_0)\psi_1=(E_1-V)\psi_0,
\]
\[
(H_0-E_0)\psi_2=(E_1-V)\psi_1+E_2\psi_0 .
\]

Project each equation on \(\psi_0\). The left sides vanish, because \(H_0\) is Hermitian on functions that are zero at the wall and \(H_0\psi_0=E_0\psi_0\). The first equation then gives \(E_1=\langle\psi_0|V|\psi_0\rangle\). This is zero, since \(\psi_0^2\) is even under \(z\to-z\) and \(V\) is odd. The second gives

\[
E_2=\langle\psi_0|V|\psi_1\rangle .
\]

The reflection \(z\to-z\) also turns the problem with field \(F\) into the problem with field \(-F\) without changing its levels. The ground energy is therefore even in \(F\), and the first correction beyond \(E_2\) is of order \(F^4\).

The equation for \(\psi_1\) leaves a multiple of \(\psi_0\) undetermined. The choice \(\langle\psi_0|\psi_1\rangle=0\) removes it. A multiple of \(\psi_0\) would add nothing to \(E_2\) in any case, because \(E_1=0\).

This method contains the usual sum over states. Expanding \(\psi_1\) in eigenstates \(|n\rangle\) of \(H_0\) and projecting the first-order equation on \(\langle n|\) gives the coefficient \(-\langle n|V|0\rangle/(E_n-E_0)\), hence

\[
E_2=-\sum_{n\ne0}\frac{|\langle n|V|0\rangle|^2}{E_n-E_0}.
\]

Solving the differential equation carries out this sum in one step. The formula also shows that \(E_2\) is negative, since each denominator is positive for the ground state.

### Reduction to a radial equation

With \(E_1=0\), the equation to solve is

\[
-\frac{\hbar^2}{2m}\left(\nabla^2+k^2\right)\psi_1=-eFr\cos\theta\;N\frac{\sin kr}{r}.
\]

The right side has the angular form \(\cos\theta\), and \(H_0\) does not mix angular momenta. Any other angular component of \(\psi_1\) would have to solve the equation without a source. The only bound solution at energy \(E_0\) is \(\psi_0\) itself, which has been excluded. So \(\psi_1=g(r)\cos\theta\).

The angular part of the Laplacian follows from

\[
\frac1{\sin\theta}\frac{d}{d\theta}\left(\sin\theta\,\frac{d\cos\theta}{d\theta}\right)
=-\frac1{\sin\theta}\frac{d\sin^2\theta}{d\theta}=-2\cos\theta ,
\]

so that

\[
\nabla^2(g\cos\theta)=\left(g''+\frac{2g'}r-\frac{2g}{r^2}\right)\cos\theta .
\]

Set \(g=u/r\). Then \(g'=u'/r-u/r^2\) and \(g''=u''/r-2u'/r^2+2u/r^3\), which combine to \(g''+2g'/r=u''/r\). Multiplying the equation by \(-2m/\hbar^2\), dividing out \(\cos\theta\) and multiplying by \(r\) gives

\[
u''-\frac{2u}{r^2}+k^2u=\frac{2meF}{\hbar^2}\,N\,r\sin kr .
\]

Two conditions go with it: \(u(R)=0\), and \(u/r\) must be finite at the centre.

### A particular solution

The source oscillates with the same wave number \(k\) as the free solutions. As for an oscillator driven at resonance, this suggests a response whose amplitude carries a higher power of the variable. Try \(r^2\cos kr\):

\[
(r^2\cos kr)'=2r\cos kr-kr^2\sin kr,
\]
\[
(r^2\cos kr)''=2\cos kr-4kr\sin kr-k^2r^2\cos kr .
\]

The term \(-2u/r^2\) contributes \(-2\cos kr\), which cancels the first term. The term \(k^2u\) cancels the last. What remains is

\[
\left(\frac{d^2}{dr^2}-\frac2{r^2}+k^2\right)r^2\cos kr=-4kr\sin kr .
\]

This is proportional to the source. Dividing the source strength \(2meFN/\hbar^2\) by \(-4k\) gives

\[
u_p=-B\,r^2\cos kr,\qquad B=\frac{meFN}{2\hbar^2k}.
\]

### Meeting the boundary condition

At the wall \(\cos kR=-1\), so \(u_p(R)=+BR^2\), which is not zero. A solution of the source-free equation must be added. With \(t=kr\), consider

\[
v=\frac{\sin t}{t}-\cos t .
\]

Its second derivative with respect to \(t\) is

\[
v''=-\frac{\sin t}{t}-\frac{2\cos t}{t^2}+\frac{2\sin t}{t^3}+\cos t ,
\]

while

\[
-\frac{2v}{t^2}+v=-\frac{2\sin t}{t^3}+\frac{2\cos t}{t^2}+\frac{\sin t}{t}-\cos t .
\]

The two lines add to zero, so \(v\) solves the source-free equation. Near the centre \(v\approx t^2/3\), which makes \(u/r\) finite. The second independent solution, \(\cos t/t+\sin t\), diverges as \(1/t\) and is rejected.

At the wall \(t=\pi\) and \(v=1\). The coefficient of \(v\) must therefore be \(-BR^2\), and

\[
u(r)=-B\left[r^2\cos kr+R^2\left(\frac{\sin kr}{kr}-\cos kr\right)\right].
\]

At \(r=R\) the bracket is \(-R^2+R^2=0\), as required. The solution is unique, because no level with \(l=1\) coincides with \(E_0\).

### Shape of the response

For coding, use \(x=r/R\) and the dimensionless field

\[
s=\frac{meFR^3}{\hbar^2}=\frac{eFR}{\hbar^2/(mR^2)} ,
\]

which compares the field energy over one radius with the natural energy unit of the well. The bracket equals \(R^2b(x)\), with

\[
b(x)=\frac{\sin\pi x}{\pi x}-(1-x^2)\cos\pi x .
\]

Since \(BR^2=meFNR^3/(2\pi\hbar^2)=sN/(2\pi)\), the first-order state is

\[
\psi_1=-\frac{sN}{2\pi}\,\frac{b(r/R)}{r}\cos\theta .
\]

The function \(b\) is positive for \(0<x<1\). Up to \(x=1/2\) this follows from \(\tan\pi x>\pi x\), which makes \(\sin(\pi x)/(\pi x)\) larger than \(\cos\pi x\). Beyond \(x=1/2\) the cosine is negative and both terms of \(b\) are positive. The first-order change of density, \(2\psi_0\psi_1\), is therefore negative throughout the half \(z>0\) and positive throughout the half \(z<0\). The electron moves against the field, as its negative charge demands.

Near the centre the two terms of \(b\) nearly cancel. Expanding \(\sin(\pi x)/(\pi x)\) and \(\cos\pi x\) to fourth order in \(x\) gives the form to use there:

\[
b(x)=\left(1+\frac{\pi^2}3\right)x^2-\left(\frac{\pi^4}{30}+\frac{\pi^2}2\right)x^4+\dots
\]

At the wall both \(\psi_0\) and \(\psi_1\) vanish, but their ratio stays finite. Differentiating \(b\) at \(x=1\) gives \(-1-2=-3\), so \(b\approx3(1-x)\), while \(\sin\pi x\approx\pi(1-x)\). Hence \(\psi_1/\psi_0\to-(3s/2\pi^2)\cos\theta\). With \(s=0.820\), the value for the sphere described at the start, this is 12 % in magnitude at the poles.

## 2. The shift, its size and its limits

### What is carried over

An electron of charge \(-e\) and effective mass \(m\) is confined to \(r<R\) by a hard wall, in an internal field \(F\) along \(+z\), with \(V=eFr\cos\theta\). The ground state is \(\psi_0=N\sin(kr)/r\), with \(k=\pi/R\) and \(N^2=1/(2\pi R)\). The first-order state is \(\psi_1=\cos\theta\,u(r)/r\), where

\[
u=-B\left[r^2\cos kr+R^2\left(\frac{\sin kr}{kr}-\cos kr\right)\right],\qquad
B=\frac{meFN}{2\hbar^2k}.
\]

The shift is \(\Delta E=\langle\psi_0|V|\psi_1\rangle\). The dimensionless field is \(s=meFR^3/\hbar^2\). The applied field is \(F_0\), with \(F/F_0=3\varepsilon_{\rm out}/(\varepsilon_{\rm in}+2\varepsilon_{\rm out})\).

### The energy integral

The angular integral of \(\cos^2\theta\) is \(4\pi/3\). The radial factors are \(N\sin(kr)/r\) from \(\psi_0\), \(r\) from \(V\), \(u/r\) from \(\psi_1\) and \(r^2\) from the volume element:

\[
\Delta E=\frac{4\pi}3eFN\int_0^R r\sin(kr)\,u(r)\,dr=-\frac{4\pi}3eFNB\,J,
\]
\[
J=\int_0^R r\sin kr\left[r^2\cos kr+R^2\left(\frac{\sin kr}{kr}-\cos kr\right)\right]dr .
\]

Substitute \(t=kr\). The first term acquires \(k^{-4}\). The others acquire \(R^2k^{-2}=\pi^2k^{-4}\), since \(kR=\pi\). Thus

\[
k^4J=\int_0^\pi t^3\sin t\cos t\,dt+\pi^2\int_0^\pi\left(\sin^2t-t\sin t\cos t\right)dt .
\]

Use \(\sin t\cos t=\tfrac12\sin2t\) and integrate by parts:

\[
\int_0^\pi t\sin2t\,dt=\left[-\frac{t\cos2t}2\right]_0^\pi+\frac12\int_0^\pi\cos2t\,dt=-\frac\pi2,
\]
\[
\int_0^\pi t^2\cos2t\,dt=\left[\frac{t^2\sin2t}2\right]_0^\pi-\int_0^\pi t\sin2t\,dt=\frac\pi2,
\]
\[
\int_0^\pi t^3\sin2t\,dt=\left[-\frac{t^3\cos2t}2\right]_0^\pi+\frac32\cdot\frac\pi2=-\frac{\pi^3}2+\frac{3\pi}4 .
\]

With \(\int_0^\pi\sin^2t\,dt=\pi/2\), the sum is

\[
k^4J=-\frac{\pi^3}4+\frac{3\pi}8+\pi^2\left(\frac\pi2+\frac\pi4\right)=\frac{\pi^3}2+\frac{3\pi}8 .
\]

The prefactor, with \(B\) and \(N^2\) inserted, is

\[
\frac{4\pi}3eFNB=\frac{2\pi}3\,\frac{me^2F^2N^2}{\hbar^2k}
=\frac{me^2F^2}{3\hbar^2kR}=\frac{me^2F^2}{3\pi\hbar^2}.
\]

Multiplying by \(J\) and using \(k^{-4}=R^4/\pi^4\),

\[
\Delta E=-\frac{me^2F^2R^4}{\hbar^2}\left(\frac1{6\pi^2}+\frac1{8\pi^4}\right)
=-\frac{4\pi^2+3}{24\pi^4}\,\frac{me^2F^2R^4}{\hbar^2}.
\]

An explicit sum over the p-levels gives the same coefficient, 0.018170. The polarizability, defined by \(\Delta E=-\tfrac12\alpha F^2\), is \(\alpha=2Cme^2R^4/\hbar^2\). In engineering units,

\[
\Delta E\approx-2.38\ \text{meV}\;\frac m{m_0}\left(\frac F{\text{MV/cm}}\right)^2\left(\frac R{\text{nm}}\right)^4 .
\]

### Why the product of mass and fourth power

The shift is a squared coupling divided by a level spacing. The coupling is of order \(eFR\), and the spacing is of order \(\hbar^2/(mR^2)\), so the quotient scales as \(mR^4\). A larger sphere gives the field a longer lever and a softer system to push; each contributes \(R^2\). A heavier particle has more closely spaced levels and yields more easily.

One level does nearly all the work. The p-levels satisfy \(v=0\) at the wall, which is \(\tan q=q\), with first root \(q=4.4934\). The lowest p-level supplies 99.88 % of the sum. This permits a check by hand. Replacing every denominator in the sum over states by the smallest one can only increase the magnitude, so

\[
|\Delta E|\le\frac{e^2F^2\langle z^2\rangle}{E_{p}-E_0},\qquad
\langle z^2\rangle=\frac{R^2}3\left(\frac13-\frac1{2\pi^2}\right)=0.0942\,R^2 .
\]

The bracket is \(\langle r^2\rangle/R^2=2\int_0^1x^2\sin^2(\pi x)\,dx\). The spacing is \((4.4934^2-\pi^2)/2=5.16\) in units of \(\hbar^2/(mR^2)\). The bound on \(C\) is thus 0.01826, about 0.5 % above its value.

The mean displacement follows without further integration. To first order \(\langle z\rangle=2\langle\psi_0|z|\psi_1\rangle=2\Delta E/(eF)\). The interaction energy is therefore \(eF\langle z\rangle=2\Delta E\). Since the total change is \(\Delta E\), the confinement energy must rise by \(|\Delta E|\): half of the energy gained from the field is spent on deforming the state.

### Worked example

The parameters are rough values for a zinc-blende CdSe nanocrystal in a polymer: \(m=0.12\,m_0\), \(R=3.0\) nm, \(\varepsilon_{\rm in}=9.5\), \(\varepsilon_{\rm out}=2.25\), and an applied field of 0.40 MV/cm. The internal field is

\[
F=\frac{3\times2.25}{9.5+4.5}\times0.40=0.4821\times0.40=0.1929\ \text{MV/cm}.
\]

With \(\hbar^2/m_0=0.07620\) eV nm², the energy unit and dimensionless field are

\[
\frac{\hbar^2}{mR^2}=\frac{0.07620}{0.12\times9}=0.07056\ \text{eV},\qquad
s=\frac{0.0579}{0.07056}=0.820 .
\]

The shift is then

\[
\Delta E=-0.01817\times0.820^2\times0.07056\ \text{eV}=-0.862\ \text{meV}.
\]

The corresponding polarizability is 4.64 e nm²/V. The electron moves by \(2\times(-0.862\ \text{meV})/(19.29\ \text{meV/nm})=-0.089\) nm, about 3 % of the radius. The ground energy is 0.348 eV and the spacing to the lowest p-level is 0.364 eV.

Inserting the applied field in place of the internal one would give \(-3.71\) meV, too large by a factor of \(1/0.4821^2=4.3\). The radius also needs care: a value 10 % too large raises the predicted shift by 46 %.

### When the field is no longer weak

In units of \(\hbar^2/(mR^2)\) the energy depends on \(s\) alone, and the quadratic term is \(-Cs^2\). The relative correction from the \(F^4\) term is therefore proportional to \(s^2\). Diagonalization in the field, with the same hard wall, gives \(-0.861\) meV. This is 0.095 % smaller in magnitude than the quadratic result. Scaling that correction with \(s^2\) puts it at 1 % near \(s=2.7\), as an estimate.

Because \(s\) grows as \(R^3\), a larger sphere leaves the quadratic regime at a much lower field. The law must eventually fail, since the potential energy in the sphere is nowhere below \(-eFR\), so the level cannot fall by more than \(eFR\). The quadratic formula would violate this limit for \(s>1/C\approx55\).

### The wall and the band

For a barrier of 3 eV, the finite barrier is the largest correction found here. For a higher barrier with a light mass it is no larger than the bending of the band treated below. At the surface \(\psi\) and \((1/m)\,\partial\psi/\partial r\) are continuous. In a barrier of height \(V_b\) and mass \(m_b\), the s-state falls as \(e^{-\kappa r}/r\), with \(\kappa=\sqrt{2m_b(V_b-E)}/\hbar\). Just inside the surface its logarithmic slope is therefore

\[
\frac{\psi'}{\psi}=-\frac m{m_b}\left(\kappa+\frac1R\right).
\]

A hard wall corresponds to an infinite slope. For \(\kappa R\gg1\) the slope scales as \(1/\sqrt{m_b}\), so a heavier barrier mass makes the boundary softer for the electron inside, even though the tail outside is shorter.

For \(V_b=3.0\) eV, with the applied field and permittivities unchanged and the dielectric-sphere field used outside, the results are:

- With \(m_b=0.12\,m_0\), the ground energy is 0.28 eV and the shift is \(-1.34\) meV, 1.55 times the hard-wall value. The local power of \(R\) is 3.52.
- With \(m_b=m_0\), the ground energy is 0.19 eV and the shift is \(-2.25\) meV, 2.61 times the hard-wall value. The local power is 3.40.

The fourth power is thus a property of the hard wall, for which \(R\) is the only length in the problem. A finite barrier adds a second length, \(|\psi/\psi'|\) just inside the surface. By the slope formula it changes little with \(R\) when \(\kappa R\gg1\), so the shift no longer follows the fourth power. Here the length is 0.31 nm for \(m_b=0.12\,m_0\) and 0.93 nm for \(m_b=m_0\). Imposed alone as a fixed boundary slope, it gives local powers of 3.64 and 3.51, which is most of the departure from 4. The remainder comes from what a single fixed slope leaves out, such as the tail of the state in the barrier.

The band also bends away from a parabola. A two-band estimate replaces the parabolic energy \(E_{\rm par}\) by the solution of \(E(1+E/E_g)=E_{\rm par}\). For a gap \(E_g=1.7\) eV, the s- and p-energies fall from 0.348 and 0.712 eV to 0.296 and 0.540 eV. The spacing shrinks from 0.364 to 0.244 eV. Since one p-level dominates, the shift grows by a factor of about 1.49 if the coupling is left unchanged. The factor depends on the coefficient assumed: with \((1-m/m_0)^2/E_g\) in place of \(1/E_g\) it is 1.40. This factor should not be multiplied by the barrier factors: a soft wall lowers the energies and so reduces the bending. The combined effect was not calculated.

### Forces from the surface charge

An electron in a sphere of higher permittivity than its surroundings is repelled by the charge it induces at the surface. Place it at distance \(a\) from the centre, and let \(Q=-e/(4\pi\varepsilon_0)\). For \(a<r<R\), the \(l\)-th part of the potential is \(Qa^l/(\varepsilon_{\rm in}r^{l+1})+A_lr^l\); outside it is \(D_l/r^{l+1}\). Continuity of potential and normal displacement eliminates \(D_l\) and gives

\[
A_lR^{2l+1}=\frac{(l+1)(\varepsilon_{\rm in}-\varepsilon_{\rm out})}{\varepsilon_{\rm in}[l\varepsilon_{\rm in}+(l+1)\varepsilon_{\rm out}]}\,Qa^l .
\]

The self-energy is half the charge times the induced potential at its own position:

\[
\Sigma(a)=\frac{e^2}{8\pi\varepsilon_0R}\sum_{l=0}^\infty
\frac{(l+1)(\varepsilon_{\rm in}-\varepsilon_{\rm out})}{\varepsilon_{\rm in}[l\varepsilon_{\rm in}+(l+1)\varepsilon_{\rm out}]}\left(\frac aR\right)^{2l}.
\]

It rises towards the surface and so opposes displacement. Added to the hard-wall problem, it multiplies the shift by 0.970.

### Temperature and escape

At 300 K the thermal energy is 25.9 meV. The three lowest p-states together have a population of \(3e^{-364/25.9}\approx2\times10^{-6}\) relative to the s-state for each spin, so the ground-state response is the relevant one.

Just outside the pole the field is \(\varepsilon_{\rm in}F/\varepsilon_{\rm out}=0.81\) MV/cm, below the few MV/cm at which good polymer films roughly break down. If this field were uniform, a barrier with mass \(m_0\) and height \(3.0-0.348=2.65\) eV above the level would have a semiclassical tunnelling exponent of 362, over a path of 33 nm. This is only a rough figure, because the field falls to 0.45 MV/cm at 3 nm from the surface and tends to the applied 0.40 MV/cm. With the dielectric-sphere potential and the finite-barrier levels, the path is about 65 nm, and the exponent is about 750 for \(m_b=m_0\) and about 250 for \(m_b=0.12\,m_0\). Field-driven tunnelling through the barrier is negligible in this model.

### Beside a real nanocrystal

Colloidal CdSe nanocrystals are roughly 2 to 8 nm across, so a diameter of 6 nm is ordinary, and the mass and permittivities are typical in size. The barrier height is less certain and depends on ligands or shell. A single added electron is a special state of charge, since such dots are usually neutral. The hard wall and the parabolic band are the assumptions that fail most clearly. The finite-barrier models with \(V_b=3.0\) eV move the result from \(-0.86\) meV to between \(-1.3\) and \(-2.2\) meV, and barrier heights from 2 to 4 eV widen this range to between \(-1.3\) and \(-2.5\) meV. The closed formula is best used for the order of magnitude and for checking a numerical solver in the hard-wall limit.

The result is not the shift of an optical line. Light creates a hole as well. With a rough single-band hole mass of \(0.45\,m_0\), the hole's s–p spacing is 0.097 eV, while the electron–hole attraction, evaluated with the two ground-state densities and \(\varepsilon_{\rm in}\), is 0.090 eV. These two numbers alone do not give the size of the correction, because a constant attraction would leave the response to the field unchanged. What matters is how the attraction varies with the positions of the two carriers. The field pushes them in opposite directions, and their attraction opposes the separation. Adding two independent shifts leaves this coupling out, so the pair must be treated together.

A crystal with a built-in field \(F_b\) along \(z\) breaks the reflection symmetry. Within the same model the energy then varies as \(-\tfrac12\alpha(F+F_b)^2\), which contains the linear term \(-\alpha F_bF\). The purely quadratic law requires that such a field be absent. The values printed by the program are in the numerical output below, where the norm of the first-order part means \(\langle\psi_1|\psi_1\rangle\).

## Table of computed values

```
C from formula: 0.018170
C from sum over p-levels: 0.018170
C from radial quadrature: 0.018170
Share of lowest p-level: 99.88 %
First p root of tan x = x: 4.4934
Measured power of R: 4.0000
Measured power of m: 1.0000
Electron mass: 0.12 m0
Radius: 3.0 nm
Permittivity dot, matrix: 9.50, 2.25
Applied field: 0.40 MV/cm
Internal/applied field: 0.4821
Internal field: 0.1929 MV/cm
hbar^2/m0: 0.07620 eV nm^2
Energy unit hbar^2/(m R^2): 0.07056 eV
Scaled field s: 0.8200
Ground energy: 0.3482 eV
s-p gap: 0.3641 eV
Stark shift, formula: -0.8621 meV
Stark shift, diagonalized: -0.8612 meV
F^4 and higher, relative: -0.095 %
Polarizability: 4.6355 e nm^2/V
Mean displacement z: -0.0894 nm
Norm of first-order part: 0.00237
Shift if applied field used: -3.708 meV
Barrier height: 3.0 eV
Barrier mass 0.12 m0: ground 0.2825 eV
  shift: -1.340 meV, ratio 1.554
  local power of R: 3.52
Barrier mass 1.00 m0: ground 0.1915 eV
  shift: -2.248 meV, ratio 2.608
  local power of R: 3.40
Image force, shift ratio: 0.970
Band gap: 1.7 eV
Nonparabolic, shift ratio: 1.492
Hole mass: 0.45 m0
Hole s-p gap: 0.0971 eV
Electron-hole attraction: 0.0902 eV
Temperature: 300 K
Thermal energy: 25.85 meV
p/s thermal occupation: 2.3e-06
Matrix field at pole: 0.814 MV/cm
Tunnelling exponent: 362
```
